\section*{Forbes's Approximation to the Field-Emission Barrier Function: Error Bound and Use}

\section*{Question}

An electron at the Fermi level of a metal tunnels into an insulator under a field of magnitude $F$. At distance $z$ from the metal, the barrier measured from its energy is
\begin{equation}
M(z)=\phi-eFz-\frac{e^2}{16\pi\varepsilon_0\varepsilon z},
\end{equation}
where $\phi$ is the barrier height without field or image, $e>0$ the elementary charge and $\varepsilon$ the relative permittivity that screens the image charge. The tunnelling mass is $m$ and the transverse momentum is zero. In the WKB approximation the transmission is $\exp(-G)$, with
\begin{equation}
G=\frac{2}{\hbar}\int_{M>0}\sqrt{2mM(z)}\,dz,\qquad
f=\frac{e^3F}{4\pi\varepsilon_0\varepsilon\phi^2}.
\end{equation}
Write $G=G_0v(f)$, where $G_0$ is the exponent without the image term. Forbes's approximation to $v$ is
\begin{equation}
w(f)=1-f+\frac f6\ln f ,\qquad w(0)=1 .
\end{equation}
``Exact'' below means exact for this barrier within WKB.

\section*{(a) Reduce $v$ to complete elliptic integrals}

\textbf{Answer.} Put $z=\phi x/(eF)$. The image term becomes $\phi f/(4x)$, so $M=\phi[1-x-f/(4x)]$. This has its maximum $\phi(1-\sqrt f)$ at $x=\sqrt f/2$: the image lowers the barrier by $\phi\sqrt f$, and the barrier vanishes at $f=1$. The exponent is
\begin{equation}
G=\frac{2\phi\sqrt{2m\phi}}{\hbar eF}\int_{x_1}^{x_2}\sqrt{\frac Px}\,dx,\qquad P=x-x^2-\frac f4,
\end{equation}
with $x_{1,2}=(1\mp\sqrt{1-f})/2$ the roots of $P$. For $f=0$ the integral is $\int_0^1\sqrt{1-x}\,dx=2/3$. Hence
\begin{equation}
G_0=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar eF},\qquad
v=\frac32\int_{x_1}^{x_2}\sqrt{\frac Px}\,dx .
\end{equation}

Let $I_n=\int_{x_1}^{x_2}x^n(xP)^{-1/2}dx$. Since $P$ vanishes at both limits,
\begin{equation}
0=\int_{x_1}^{x_2}\frac{d\sqrt{xP}}{dx}dx=\int_{x_1}^{x_2}\frac{2x-3x^2-f/4}{2\sqrt{xP}}\,dx ,
\end{equation}
so $I_2=\frac23I_1-\frac f{12}I_0$. Writing $\sqrt{P/x}=P/\sqrt{xP}$ gives
\begin{equation}
v=\tfrac32\left(I_1-I_2-\tfrac f4I_0\right)=\tfrac12I_1-\tfrac f4I_0 .
\end{equation}

Now set $x=x_2(1-\mu\sin^2\theta)$ with $\mu=1-x_1/x_2$. Then $x_2-x=x_2\mu\sin^2\theta$ and $x-x_1=x_2\mu\cos^2\theta$, so $\sqrt P=x_2\mu\sin\theta\cos\theta$, while $|dx|=2x_2\mu\sin\theta\cos\theta\,d\theta$. With
\begin{equation}
K(\mu)=\int_0^{\pi/2}\!\frac{d\theta}{\sqrt{1-\mu\sin^2\theta}},\qquad
E(\mu)=\int_0^{\pi/2}\!\sqrt{1-\mu\sin^2\theta}\,d\theta ,
\end{equation}
this gives $I_0=2K/\sqrt{x_2}$ and $I_1=2\sqrt{x_2}\,E$. Because $f=4x_1x_2$,
\begin{equation}
v(f)=\sqrt{x_2}\,\left[E(\mu)-2x_1K(\mu)\right].
\end{equation}

\section*{(b) Show that $f(1-f)v''=\frac{3}{16}v$, and find $v$ near both ends}

\textbf{Answer.} Differentiating twice under the real integral would give an integrand with non-integrable singularities, of the form $P^{-3/2}$, at the roots. Write instead $v=\frac34\oint\sqrt{P/x}\,dx$ on a loop round the cut from $x_1$ to $x_2$ that leaves $x=0$ outside; the two sides of the cut contribute equally. The loop can stay fixed while $f$ varies slightly. Since $\partial P/\partial f=-1/4$, we have $\partial^2\sqrt P/\partial f^2=-P^{-3/2}/64$. It remains to show that
\begin{equation}
\frac1{\sqrt x}\left[-\frac{f(1-f)}{64P^{3/2}}-\frac3{16}\sqrt P\right]
=\frac{d}{dx}\frac{\sqrt x\,A}{\sqrt P},\qquad A=\frac{4(1-x)^2-f}{32}.
\end{equation}
The right side is $x^{-1/2}P^{-3/2}\left[\frac12A(P-xP')+xA'P\right]$, with $P-xP'=x^2-f/4$ and $A'=-(1-x)/4$. Let $u=x(1-x)$, so that $P=u-f/4$ and $x^2+(1-x)^2=1-2u$. Then 64 times this bracket is
\begin{align}
&[4(1-x)^2-f]\,(x^2-f/4)-16u(u-f/4)\nonumber\\
&=4u^2-f(1-2u)+f^2/4-16u^2+4fu\nonumber\\
&=-12u^2+6fu-f+f^2/4 .
\end{align}
The left side, multiplied by $64\sqrt x\,P^{3/2}$, is $-f(1-f)-12(u-f/4)^2$, which expands to the same expression. On the loop $\sqrt P$ returns to its initial value, because both roots are encircled, so the total derivative integrates to zero. This proves the equation.

One differentiation gives $v'=-\frac3{16}I_0=-\frac{3}{8}K(\mu)/\sqrt{x_2}$. At $f=1$ the roots merge at $x=1/2$, so $v(1)=0$, $\mu=0$, $K=\pi/2$ and
\begin{equation}
v'(1)=-\frac{3\pi\sqrt2}{16}=-0.833041 .
\end{equation}

For small $f$, $x_2\to1$ and $\eta=1-\mu=x_1/x_2\to f/4$. With $\alpha=\pi/2-\theta$, $K=\int_0^{\pi/2}d\alpha/\sqrt{\sin^2\alpha+\eta\cos^2\alpha}$. Split the range at $\alpha_0$ with $\sqrt\eta\ll\alpha_0\ll1$. The lower part is $\int_0^{\alpha_0}d\alpha/\sqrt{\alpha^2+\eta}\simeq\ln(2\alpha_0/\sqrt\eta)$, and the upper part is $\int_{\alpha_0}^{\pi/2}d\alpha/\sin\alpha\simeq\ln(2/\alpha_0)$. Their sum is $K\simeq\ln(4/\sqrt\eta)=3\ln2-\frac12\ln f$. Integrating $v'$ from $v(0)=1$ gives, to leading order,
\begin{equation}
v\simeq1-\left(\tfrac98\ln2+\tfrac3{16}\right)f+\tfrac3{16}f\ln f .
\end{equation}

\section*{(c) Prove that $|w-v|<0.004$ for $0\le f\le1$, and find the sign of the error}

\textbf{Answer.} Let $d=w-v$. Both functions equal 1 at $f=0$ and 0 at $f=1$, so $d(0)=d(1)=0$. With $w''=1/(6f)$ and $v=w-d$, part (b) gives
\begin{equation}
d''=\frac{3d}{16f(1-f)}+S,\qquad
S=\frac1{6f}-\frac{3w}{16f(1-f)}=\frac1{96}\left[-\frac2f-\frac{3\ln f}{1-f}\right].
\end{equation}

\emph{Sign of $S$.} The function $g=96f(1-f)S=-2(1-f)-3f\ln f$ starts at $-2$ and ends at 0. Its derivative $-1-3\ln f$ is positive up to $f=\exp(-1/3)$ and negative beyond. Thus $g$ has one interior zero, at $f_s=0.466$; $S<0$ below it and $S>0$ above it.

\emph{The error is positive.} At the upper end, $d'(1)=-\frac56+\frac{3\pi\sqrt2}{16}=-0.000293<0$, so $d>0$ just below $f=1$. Going left, suppose $d$ first returned to zero at some $f_*\ge f_s$. Between $f_*$ and 1 both $d$ and $S$ are positive, hence $d''>0$ and $d'<d'(1)<0$. Then $d(f_*)>d(1)=0$, a contradiction. So $d>0$ on $[f_s,1)$. If $d\le0$ somewhere in $(0,f_s)$, it would have an interior minimum with $d\le0$ there. A minimum needs $d''\ge0$, but the equation gives $d''<0$. Hence $d>0$ throughout $0<f<1$.

\emph{Upper bound.} The function $-\ln f-2(1-f)/(1+f)$ vanishes at $f=1$ and has derivative $-(1-f)^2/[f(1+f)^2]\le0$, so it is non-negative on $(0,1]$. Therefore
\begin{equation}
S\ge\frac1{96}\left[-\frac2f+\frac6{1+f}\right]=U'',
\end{equation}
\begin{equation}
U=\frac{-2f\ln f+6(1+f)\ln(1+f)-12f\ln2}{96},\qquad U(0)=U(1)=0 .
\end{equation}
Since $U''$ has the sign of $4f-2$, $U$ is concave below $f=1/2$ and convex above. Also $U'(1)=(4-6\ln2)/96<0$, so $U$ falls to zero on $[1/2,1]$ and is positive before the end. Concavity then makes it positive on $(0,1/2]$ too. If $d-U$ had a positive maximum, $d>U>0$ would hold there and
\begin{equation}
(d-U)''=\frac{3d}{16f(1-f)}+(S-U'')>0 ,
\end{equation}
which is impossible at a maximum. So $d\le U$.

The largest $U$ lies in $[0,1/2]$, where a concave function stays below its tangent. With $U(0.2)=0.003051$ and $U'(0.2)=-0.000052$, the tangent is highest at $f=0$, where it is about $0.00306$. Thus
\begin{equation}
0<w-v<0.0031\qquad(0<f<1),
\end{equation}
which is stronger than required. Evaluation of the elliptic formula places the actual maximum at $0.00238$, at $f=0.176$. The largest error relative to $v$ is $0.33\%$, near $f=0.30$.

\section*{(d) Apply the result to a metal/HfO$_2$/metal capacitor}

Take the rough typical values $\phi=2.0$ eV, $m=0.2\,m_e$ and $\varepsilon=4$ (optical screening), with a 10 nm film, $F=3$ MV/cm and 300 K. Find the error in the current, and its trend at low field.

\textbf{Answer.} With $eF=0.3$ eV/nm, $e^2/(4\pi\varepsilon_0)=1.440$ eV nm and $\hbar^2/(2m_e)=0.0381$ eV nm$^2$,
\begin{equation}
f=\frac{1.440\times0.3}{4\times2.0^2}=0.0270,\qquad
G_0=\frac{4\times2.0^{3/2}}{3\times0.3}\sqrt{\frac{0.2}{0.0381}}=28.80 .
\end{equation}
The electron leaves the barrier at $z=6.62$ nm, inside the film, as the model requires. Here $v=0.95554$ and $w=0.95675$, so $G=27.52$ and $\exp(-G)=1.1\times10^{-12}$. The approximation raises the exponent by $G_0d=28.80\times0.001212=0.0349$ and multiplies the transmission by $\exp(-0.0349)=0.966$.

For the current, let $W$ be the energy of motion normal to the film, measured from the Fermi level. Assume that transverse momentum is conserved, that the metal supplies all transverse states needed, and that the return current is negligible at the 3 V across the film. The total energy is $W+E_t$, with $E_t=\hbar^2k_t^2/(2m)$ and $d^2k_t=(2\pi m/\hbar^2)dE_t$ after the angular integration. Two spins, the density $1/(2\pi)^2$ of transverse states and the flux $dW/(2\pi\hbar)$ give the factor $em/(2\pi^2\hbar^3)$. Integrating the Fermi function over $E_t$ then yields
\begin{equation}
J=\frac{em}{2\pi^2\hbar^3}\int k_BT\ln\left(1+e^{-W/k_BT}\right)e^{-G(\phi-W)}\,dW .
\end{equation}
Numerical integration gives $J=1.3\times10^{-5}$ A/cm$^2$ with the exact $v$. With $w$ the current is 0.966 of this, or 3.4\% too low.

Since $d>0$, $w$ underestimates the WKB transmission at every $0<f<1$. For small $f$, part (b) gives
\begin{equation}
G_0d=(G_0f)\frac df\simeq(G_0f)\left[-0.0327-\frac{\ln f}{48}\right].
\end{equation}
The product $G_0f$ does not depend on the field, so the exponent error grows logarithmically as $F$ falls, although $d$ itself tends to zero. With the other parameters fixed and a film thick enough to contain the exit point, it is 0.035 at 3 MV/cm, 0.052 at 1 MV/cm and 0.063 at 0.5 MV/cm. A small absolute error in $v$ is thus not by itself a small relative error in transmission.

These low-field values apply to electrons at the Fermi level. The current follows them only while such electrons dominate it. At 300 K they no longer do so at 1.5 MV/cm, where half of the current comes from electrons more than 0.4 eV above the Fermi level. At lower fields thermally excited electrons carry nearly all of it. They tunnel nearer the top of the barrier, where the exponent error is smaller. With unit transmission above the barrier, the integral for $J$ gives a current error of about 3.3\% at 1 MV/cm and 1.0\% at 0.5 MV/cm. As the field is lowered, the error in the room-temperature current therefore passes through a maximum of about 4\%, near 1.5 MV/cm, and then falls. This trend is that of a film thick enough to contain the exit point (13 nm at 1.5 MV/cm, 20 nm at 1 MV/cm), and the currents concerned, about $6\times10^{-17}$ and $7\times10^{-22}$ A/cm$^2$, are far too small to measure. In the 10 nm film the exit point at the Fermi level passes the far electrode below about 2 MV/cm. Direct tunnelling then takes over, giving roughly $10^2$ times the thick-film current at 1.5 MV/cm and over $10^4$ times at 1 MV/cm, and neither $v$ nor $w$ describes it.

\section*{(e) Does this error matter beside the physics left out?}

\textbf{Answer.} Each factor below multiplies the current or the Fermi-level transmission when one thing is changed and the rest is held fixed.

\begin{itemize}
\item Heating from 0 K to 300 K multiplies $J$ by 1.8, and heating from 0 K to 398 K by 3.2. The integral for $J$ contains this effect; the Fermi-level transmission alone does not.
\item The image in the second electrode gives a factor 1.17. Replacing optical screening by a static permittivity of 20 weakens the image and gives 0.38. The inner turning point lies at 0.045 nm, less than an interatomic distance, where the classical image form is not reliable. Placing the image plane 0.05 nm or 0.1 nm inside the metal, with the barrier starting at $z=0$, gives 0.73 or 0.64.
\item A two-band dispersion, in which $M$ is replaced by $M(1-M/E_g)$ under the root with $E_g=6$ eV, gives 15.
\item The exact Airy solution for the triangular barrier without image, with a metal band 5 eV deep and the free-electron mass in the metal, is 1.9 times its WKB exponential.
\item Raising $\phi$ by 0.1 eV gives 0.11; raising $m$ by 10\% gives 0.26.
\end{itemize}

Every one of these changes exceeds the 3.4\% error of $w$. For this example the approximation is adequate, and the uncertainty lies in the barrier model.

The model also assumes that the film has no traps, which is doubtful for real HfO$_2$. As a rough estimate, a trap that divides the exponent in half passes a current of order $e\nu\exp(-G/2)$, with an assumed attempt rate $\nu=10^{13}$ s$^{-1}$. A sheet density of order $10^7$ cm$^{-2}$ of such traps would then carry as much current as direct emission; an assumed $10^{10}$ cm$^{-2}$ would carry of order $10^3$ times as much. The computed $J$ is therefore not a prediction of measured leakage. The field is also 0.6 of a rough breakdown field of 5 MV/cm. Moreover, 10 nm is thick for a transistor gate dielectric, which is typically a few nanometres of high-k material on a thin oxide interlayer. If the film is thinner than the exit distance, 6.6 nm here, the integral for $G$ stops at the far electrode and neither $v$ nor $w$ applies. Near $f=1$ the exponent is no longer large and $\exp(-G)$ itself ceases to be a reliable transmission, however accurate $w$ may be.

The numerical output lists the values of $v$, $w$ and $d$ across the range.

\section*{Table of computed values}
\begin{verbatim}
f, exact v, Forbes w, difference d (dimensionless)
  0.01  0.981682  0.982325  0.000643
  0.05  0.923357  0.925036  0.001678
  0.10  0.859439  0.861624  0.002185
  0.20  0.743988  0.746352  0.002364
  0.30  0.637686  0.639801  0.002116
  0.50  0.440950  0.442238  0.001288
  0.70  0.257856  0.258388  0.000532
  0.90  0.084115  0.084196  0.000081
largest d: 0.002377 at f = 0.1757
largest d/v: 0.332 % at f = 0.296
sign change of source S at f = 0.4664
slope of v at f=1: -0.833041; of w: -0.833333
slope of d at f=1: -0.000293
small-f constant in d/f: -0.03271
U(0.2) = 0.003051, U'(0.2) = -0.000052
tangent bound on U: 0.003062
barrier height: 2.0 eV; mass ratio: 0.2
image permittivity: 4.0; film: 10.0 nm
field: 3.0 MV/cm; film voltage: 3.0 V
hbar^2/(2 m_e): 0.038100 eV nm^2
e^2/(4 pi eps0): 1.439965 eV nm
scaled field f: 0.02700
barrier lowering: 0.3286 eV
turning points: 0.0453 and 6.6214 nm
v exact: 0.955535; Forbes: 0.956747
d at this field: 0.001212
G0: 28.8016; G = G0 v: 27.5209; by quadrature: 27.5209
transmission exp(-G): 1.116e-12
exponent error G0 d: 0.03492
Forbes/exact transmission at Fermi level: 0.9657
current density at 300 K, exact v: 1.341e-05 A/cm2
Forbes/exact current at 300 K: 0.9656
thick film, 0.5 MV/cm: exponent error 0.0625
thick film, 1.0 MV/cm: exponent error 0.0516
thick film, 3.0 MV/cm: exponent error 0.0349
Neglected effects, as factors on current or transmission:
  300 K / 0 K current: 1.82
  398 K / 0 K current: 3.18
  second-electrode image: 1.169
  permittivity 20 for 4: 0.376
  two-band dispersion, gap 6 eV: 14.7
  Airy/WKB, triangle, band depth 5 eV: 1.90
  barrier +0.1 eV: 0.110
  mass +10 %: 0.261
field / rough breakdown field of 5 MV/cm: 0.60
trap attempt rate assumed: 1e+13 1/s
trap density for equal current: 7.9e+06 cm^-2
\end{verbatim}
